# Crystal momentum conservation in repulsion integrals over Gaussian Bloch sums

## A table with one surviving entry

A model crystal has an orthorhombic cell with edges 3.0, 2.5 and 2.5 Å. Each cell holds one normalized $s$ Gaussian at the origin and one normalized $p_x$ Gaussian at $(1.2,0.5,0.3)$ Å, with exponents 1.0 and 0.8 Å$^{-2}$. The mesh is $3\times2\times1$, so there are six k-points. In units of the reciprocal vectors, fix

$$k_1=(\tfrac13,0,0),\quad k_2=(\tfrac23,\tfrac12,0),\quad k_3=(\tfrac23,0,0),$$

and let $k_4$ run over the mesh. For five choices of $k_4$, every repulsion integral is below $10^{-15}$ eV. For the sixth, $k_4=(\tfrac13,\tfrac12,0)$, the largest is 1.77 eV. The combination $-k_1+k_2-k_3+k_4$ is then $(0,1,0)$: not zero, but a reciprocal lattice vector.

Why does one $k_4$ survive, and why is a sum of $(0,1,0)$ as good as zero?

## Simplest case: two cells

Take a ring of two cells with one real function in each, $\varphi_0$ and $\varphi_1$. Translation by one cell exchanges them. The Bloch sums for $k=0$ and $k=\tfrac12$ are

$$\phi_\pm=\frac{\varphi_0\pm\varphi_1}{\sqrt2},$$

and their products are

$$\phi_\pm\phi_\pm=\tfrac12(\varphi_0^2+\varphi_1^2)\pm\varphi_0\varphi_1,\qquad \phi_+\phi_-=\tfrac12(\varphi_0^2-\varphi_1^2).$$

Under the translation the first two are even and the third is odd. A repulsion that depends on $\mathbf r-\mathbf r'$ does not change when both densities are translated, so an even density and an odd one give $I=-I=0$. The survivors have an even number of minus signs among their four labels: 8 of 16, or $2^3$ of $2^4$.

One survivor is, with $(ab|cd)$ denoting site integrals,

$$(+-|+-)=\tfrac14\big[(00|00)+(11|11)-2(00|11)\big]=\tfrac12\big[(00|00)-(00|11)\big],$$

because translation gives $(11|11)=(00|00)$. Its momentum sum is $-0+\tfrac12-0+\tfrac12=1$. Two sign changes cancel, which is why a whole reciprocal vector counts as zero.

## General setting

Let $\mathbf a_i$ be the lattice vectors and $\mathbf b_i$ the reciprocal ones, $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. The Born–von Karman region $\Omega$ contains $N_k=N_1N_2N_3$ cells and has edges $N_i\mathbf a_i$. The mesh is uniform,

$$\mathbf k=\sum_i\frac{n_i+s_i}{N_i}\mathbf b_i,\qquad n_i=0,\dots,N_i-1,$$

with a common shift $s_i$. The Bloch sums run over all lattice vectors $\mathbf T$:

$$\phi_{\mu\mathbf k}(\mathbf r)=\frac1{\sqrt{N_k}}\sum_{\mathbf T}e^{i\mathbf k\cdot\mathbf T}\varphi_\mu(\mathbf r-\mathbf T).$$

They need not be orthogonal. The integrals are

$$I=(\mu\mathbf k_1\,\nu\mathbf k_2|\lambda\mathbf k_3\,\sigma\mathbf k_4)=\int_\Omega\!\int_\Omega\phi^*_{\mu\mathbf k_1}(\mathbf r)\phi_{\nu\mathbf k_2}(\mathbf r)\,v(\mathbf r-\mathbf r')\,\phi^*_{\lambda\mathbf k_3}(\mathbf r')\phi_{\sigma\mathbf k_4}(\mathbf r')\,d\mathbf r\,d\mathbf r'.$$

The Coulomb kernel must be periodic on $\Omega$. In atomic units,

$$v(\mathbf r)=\frac1{|\Omega|}\sum_{\mathbf K\ne0}\frac{4\pi}{K^2}e^{i\mathbf K\cdot\mathbf r},$$

where $\mathbf K$ are the reciprocal vectors of $\Omega$, a finer set than those of the crystal, $\mathbf G$. The term $\mathbf K=0$ diverges and is dropped, which fixes the average potential at zero. This choice affects only integrals in which both pair densities carry a net charge on $\Omega$, which requires $\mathbf k_1=\mathbf k_2$ and $\mathbf k_3=\mathbf k_4$ ($N_k^2$ combinations of momenta, 36 in the example), but not the argument below, which uses only two properties of $v$: it depends on $\mathbf r-\mathbf r'$, and it is periodic on $\Omega$.

For energies in eV and lengths in Å, $v$ is multiplied by 14.3996 eV Å. As a test of the kernel, the self-repulsion of a neutral density made of two Gaussians was computed on the grid and by a real-space lattice sum. Both give 0.666211 eV.

## The conservation law

Translate a Bloch sum and rename the summation vector, $\mathbf T'=\mathbf T''+\mathbf T$:

$$\phi_{\mu\mathbf k}(\mathbf r+\mathbf T)=\frac1{\sqrt{N_k}}\sum_{\mathbf T'}e^{i\mathbf k\cdot\mathbf T'}\varphi_\mu(\mathbf r+\mathbf T-\mathbf T')=e^{i\mathbf k\cdot\mathbf T}\phi_{\mu\mathbf k}(\mathbf r).$$

Complex conjugation reverses the phase of the first factor in a pair density $\rho_{12}=\phi^*_{\mu\mathbf k_1}\phi_{\nu\mathbf k_2}$, so

$$\rho_{12}(\mathbf r+\mathbf T)=e^{i(\mathbf k_2-\mathbf k_1)\cdot\mathbf T}\rho_{12}(\mathbf r).$$

For $\mathbf T=N_i\mathbf a_i$ the phase angle is $2\pi(n_{2i}-n_{1i})$. The shift has cancelled, and $\rho_{12}$ is periodic on $\Omega$ even when the Bloch sums themselves are not.

Now substitute $\mathbf r\to\mathbf r+\mathbf T$ and $\mathbf r'\to\mathbf r'+\mathbf T$ in $I$. The integrand is periodic on $\Omega$ in each variable, so the displaced region may be replaced by $\Omega$. The kernel is unchanged, and the two pair densities supply their phases:

$$I=e^{i\boldsymbol\kappa\cdot\mathbf T}I,\qquad \boldsymbol\kappa=-\mathbf k_1+\mathbf k_2-\mathbf k_3+\mathbf k_4.$$

This holds for every $\mathbf T$. If $I\neq0$, then $e^{i\boldsymbol\kappa\cdot\mathbf a_i}=1$ for each $i$, so $\boldsymbol\kappa\cdot\mathbf a_i=2\pi m_i$ with integer $m_i$, and therefore

$$\boxed{-\mathbf k_1+\mathbf k_2-\mathbf k_3+\mathbf k_4=\mathbf G=\sum_i m_i\mathbf b_i}$$

The condition is necessary, not sufficient. If $s$ and $p_x$ functions share an inversion centre and all four momenta are zero, $(ss|sp_x)$ is allowed by momentum but vanishes by parity.

**Removing the cause.** The proof needs each function to be repeated identically in every cell. Displacing one $s$ Gaussian in one cell of $\Omega$ by 0.1 Å, with the kernel untouched, raises the largest forbidden integral from $2.6\times10^{-15}$ eV to 0.0817 eV. The law concerns the basis and the kernel only. It is lost when basis functions move with a displaced atom or change at a defect, and it is recovered for a larger repeating unit, with its correspondingly smaller Brillouin zone, in which the functions are again repeated identically.

## Counting four-index blocks

A block is the set of integrals with fixed momenta and all orbital labels. Choose $\mathbf k_1,\mathbf k_2,\mathbf k_3$ freely. The law requires

$$n_{4i}+s_i=(n_{1i}+s_i)-(n_{2i}+s_i)+(n_{3i}+s_i)\pmod{N_i},$$

that is, $n_{4i}=n_{1i}-n_{2i}+n_{3i}$ modulo $N_i$. This has one solution on the mesh. Hence $N_k^3$ of the $N_k^4$ blocks are allowed.

In the example, all $6^4=1296$ blocks were integrated without using the law. The nonzero ones number $216=6^3$, also on a shifted mesh, and the smallest allowed block still has a largest element of 0.5805 eV.

**How many need a nonzero $\mathbf G$?** With $n_i$ in the range $0,\dots,N_i-1$, strict conservation means $n_1+n_3=n_2+n_4$ without wrapping. Along the axis with three points, the sums $0,\dots,4$ arise in 1, 2, 3, 2, 1 ways, giving $1+4+9+4+1=19$ solutions. Along the axis with two points there are $1+4+1=6$. Thus $19\times6=114$ blocks conserve momentum strictly, and $216-114=102$ need a nonzero $\mathbf G$, as found numerically. The split depends on which representatives label the k-points; the total does not.

**An incomplete mesh.** Remove $\mathbf k=0$ from the example, leaving $M=5$ points. Of the $5^3=125$ triples, those that require $\mathbf k_4=0$ are lost. They satisfy $\mathbf k_2=\mathbf k_1+\mathbf k_3$ with all three nonzero. There are $5\times5$ pairs $(\mathbf k_1,\mathbf k_3)$, of which 5 add up to zero, so 20 triples are lost and 105 remain. The integrals give the same 105. The cubic count therefore requires a set that contains $\mathbf k_1-\mathbf k_2+\mathbf k_3$, modulo $\mathbf G$, for every triple of its points. A complete uniform mesh has this property; an arbitrary list of k-points does not.

## The value of a surviving integral

For $s_i=0$, $e^{i\mathbf k\cdot\mathbf L}=1$ for every translation $\mathbf L$ of $\Omega$. The lattice sum can then be grouped into periodic site functions $\varphi_{\mu\mathbf T}(\mathbf r)=\sum_{\mathbf L}\varphi_\mu(\mathbf r-\mathbf T-\mathbf L)$, with $\mathbf T$ restricted to the $N_k$ cells. Four factors $N_k^{-1/2}$ give

$$I=\frac1{N_k^2}\sum_{\mathbf T_1\cdots\mathbf T_4}e^{i(-\mathbf k_1\cdot\mathbf T_1+\mathbf k_2\cdot\mathbf T_2-\mathbf k_3\cdot\mathbf T_3+\mathbf k_4\cdot\mathbf T_4)}(\mu\mathbf T_1\,\nu\mathbf T_2|\lambda\mathbf T_3\,\sigma\mathbf T_4).$$

Set $\mathbf T_j=\mathbf T_1+\mathbf S_j$ for $j=2,3,4$. Translation invariance moves the first function to cell 0, and the phase splits into $e^{i\boldsymbol\kappa\cdot\mathbf T_1}$ and a factor without $\mathbf T_1$. With $\boldsymbol\kappa=\sum_i(m_i/N_i)\mathbf b_i$, the sum over $\mathbf T_1$ is a product of geometric sums,

$$\sum_{t=0}^{N_i-1}e^{2\pi i m_it/N_i}=\frac{1-e^{2\pi i m_i}}{1-e^{2\pi i m_i/N_i}}=0$$

unless $m_i$ is a multiple of $N_i$, when every term is 1 and the sum is $N_i$. For an allowed block the product is $N_k$, so

$$I=\frac1{N_k}\sum_{\mathbf S_2\mathbf S_3\mathbf S_4}e^{i(\mathbf k_2\cdot\mathbf S_2-\mathbf k_3\cdot\mathbf S_3+\mathbf k_4\cdot\mathbf S_4)}(\mu\mathbf0\,\nu\mathbf S_2|\lambda\mathbf S_3\,\sigma\mathbf S_4).$$

For the surviving block of the opening table, direct integration and this sum both give $(ss|ss)=1.713557$ eV.

**Check on two cells.** For $(+-|+-)$ the phase is $(-1)^{S_2+S_4}$. The terms with $S_2=0$ are

$$(00|00)-(00|01)+(00|10)-(00|11)=(00|00)-(00|11).$$

Those with $S_2=1$ are

$$-(01|00)+(01|01)-(01|10)+(01|11)=0,$$

since $(01|10)=(01|01)$ for real functions and translation gives $(01|00)=(10|11)=(01|11)$. The prefactor $\tfrac12$ restores the earlier result.

**Limit of no overlap between cells.** Then $\mathbf S_2=0$ and $\mathbf S_3=\mathbf S_4=\mathbf S$. With $\mathbf q=\mathbf k_2-\mathbf k_1$, the law gives $\mathbf k_4-\mathbf k_3=-\mathbf q$ modulo $\mathbf G$, and

$$I=\frac1{N_k}\sum_{\mathbf S}e^{-i\mathbf q\cdot\mathbf S}(\mu\mathbf0\,\nu\mathbf0|\lambda\mathbf S\,\sigma\mathbf S).$$

There are still $N_k^3$ allowed blocks, but they depend on $\mathbf q$ alone, so at most $N_k$ of them differ. Overlap between cells is what makes the integrals depend on the other two momenta.

## Density fitting: three momenta become two

Introduce real auxiliary functions and their Bloch sums $\chi_{P\mathbf q}$, with $\mathbf q$ on the unshifted mesh, where all differences $\mathbf k_2-\mathbf k_1$ lie. Write $\langle f|g\rangle=\iint f^*(\mathbf r)v(\mathbf r-\mathbf r')g(\mathbf r')\,d\mathbf r\,d\mathbf r'$ and define

$$B^{12}_P(\mathbf q)=\langle\chi_{P\mathbf q}|\rho_{12}\rangle,\qquad J_{PQ}(\mathbf q)=\langle\chi_{P\mathbf q}|\chi_{Q\mathbf q}\rangle.$$

The common translation multiplies $B$ by $e^{i(\mathbf k_2-\mathbf k_1-\mathbf q)\cdot\mathbf T}$. It vanishes unless $\mathbf q=\mathbf k_2-\mathbf k_1$ modulo $\mathbf G$. Two momenta are free and the third is fixed: $N_k^2$ blocks out of $N_k^3$. Likewise $\langle\chi_{P\mathbf q}|\chi_{Q\mathbf q'}\rangle$ requires $\mathbf q=\mathbf q'$, leaving $N_k$ metric blocks. The example gives 36 of 216 and 6 of 36.

**Does one $\mathbf q$ suffice?** Let the fit use every auxiliary function at every $\mathbf q$: $\tilde\rho_{34}=\sum_{Q\mathbf q}C_{Q\mathbf q}\chi_{Q\mathbf q}$. Minimize $\langle\rho_{34}-\tilde\rho_{34}|\rho_{34}-\tilde\rho_{34}\rangle$, which is nonnegative because $4\pi/K^2>0$. Setting the derivative with respect to $C^*_{P\mathbf q}$ to zero gives

$$\sum_QJ_{PQ}(\mathbf q)C_{Q\mathbf q}=B^{34}_P(\mathbf q).$$

The equations separate by $\mathbf q$, and the right side is nonzero only at $\mathbf q=\mathbf k_4-\mathbf k_3$. If each $J(\mathbf q)$ is invertible, all other coefficients vanish. Invertibility requires linearly independent auxiliary functions, no combination of which is constant, since the kernel without $\mathbf K=0$ cannot see a constant.

Now let $\mathbf q=\mathbf k_2-\mathbf k_1$. The right-hand density has momentum $-\mathbf q$, so $C=J(-\mathbf q)^{-1}B^{34}(-\mathbf q)$. For real auxiliary functions $\chi_{Q,-\mathbf q}=\chi^*_{Q\mathbf q}$, hence $\iint\rho_{12}\,v\,\chi_{Q,-\mathbf q}=B^{12}_Q(\mathbf q)$, and

$$I\approx\sum_{PQ}B^{12}_P(\mathbf q)\,[J(-\mathbf q)^{-1}]_{PQ}\,B^{34}_Q(-\mathbf q).$$

In the example this agrees with an unrestricted fit in all auxiliary functions of $\Omega$ to $2.1\times10^{-14}$ eV.

## Size of the fitting error

Conservation is an identity; fitting is an approximation. Let $f=\rho_{12}^*$ and $g=\rho_{34}$, with fits $\tilde f,\tilde g$ and residuals $\delta f,\delta g$. The minimum condition makes $\delta g$ orthogonal to every auxiliary function, so $\langle\tilde f|\delta g\rangle=0$ and

$$\langle f|g\rangle-\langle f|\tilde g\rangle=\langle\tilde f+\delta f|\delta g\rangle=\langle\delta f|\delta g\rangle.$$

The error is quadratic in the residuals. By the Cauchy–Schwarz inequality it is at most $\sqrt{\langle\delta f|\delta f\rangle\langle\delta g|\delta g\rangle}$, and since $\rho_{12}^*=\rho_{21}$ is itself a pair density, $f$ and $g$ range over the same set, so the largest error occurs on the diagonal $f=g$. There it equals the minimized quantity, which cannot grow when functions are added to the set. In the limit where the set spans all pair densities, it is zero.

The small auxiliary set places Gaussians with exponents 2.0 and 0.8 Å$^{-2}$, multiplied by $1$, $x$ and $x^2$, on both orbital centres: 12 functions per cell. The large set adds 8 with exponent 1.8 Å$^{-2}$, multiplied by $1$ and $x$, half a cell away from each centre along $y$ and along $z$. With 12 functions the largest error is 0.035 eV; with 20 it is 0.009 eV. Relative to the largest integral, 7.77 eV, these are 0.4 % and 0.1 %. Individual integrals fare worse: the 0.035 eV error falls on an integral of 1.74 eV, 2 % of it, and the worst relative error among diagonal integrals ($f=g$) is about 10 % with the small set and 3 % with the large one. The $(ss|ss)$ integral above becomes 1.713538 eV with the larger set, an error of about $2\times10^{-5}$ eV.

## What the counts mean for storage

For $n$ orbitals and $n_{\rm aux}$ auxiliary functions per cell, the allowed blocks contain

$$N_k^3n^4\qquad\text{against}\qquad N_k^2n^2n_{\rm aux}+N_kn_{\rm aux}^2$$

complex numbers. With 20 auxiliary functions the small example does not profit: $216\times2^4=3456$ numbers against $36\times4\times20+6\times400=5280$. With 12 it does, modestly: $36\times4\times12+6\times144=2592$. With $x=n_{\rm aux}/(N_kn^2)$, the three-index blocks hold $xN_k^3n^4$ numbers and the metric $x^2N_k^3n^4$. Fitting therefore saves storage when $x+x^2<1$, that is, when $n_{\rm aux}<\tfrac{\sqrt5-1}{2}N_kn^2\approx0.618\,N_kn^2$, whatever the size of the system. The example has $N_kn^2=24$, so the limit is 14 auxiliary functions per cell.

For $N_k=64$, $n=20$, $n_{\rm aux}=100$ and 16 bytes per number, the four-index integrals without the law would take 42950 GB. The law divides this by 64, leaving 671 GB. The three-index blocks take 2.62 GB and the metric 0.01 GB.

These are counts of allowed blocks, not of independent ones: exchanging $\mathbf r$ and $\mathbf r'$, for instance, shows that $(12|34)=(34|12)$. Nor does fitting reduce the number of distinct momentum combinations. If every four-index integral is assembled, there are still $N_k^3$ blocks to form; the saving lies in what has to be stored to form them. The numerical output below lists the values used here.

## Table of computed values

```
cell edges (angstrom): 3.0 2.5 2.5
k mesh: 3 2 1  Nk = 6
site of s Gaussian (angstrom): 0.0 0.0 0.0
site of p_x Gaussian (angstrom): 1.2 0.5 0.3
exponents s, p_x (angstrom^-2): 1.0 0.8
grid points per cell and axis: 12
Coulomb constant (eV angstrom): 14.3996
kernel test, grid (eV): 0.666211
kernel test, lattice sum (eV): 0.666211
largest change on finer grid (eV): 7.1e-15
k1 = (0.3333, 0.0000, 0.0000)  k2 = (0.6667, 0.5000, 0.0000)  k3 = (0.6667, 0.0000, 0.0000)
k4, -k1+k2-k3+k4, largest |integral| in block (eV):
  (0.0000, 0.0000, 0.0000) (-0.3333, 0.5000, 0.0000) 2.12e-16
  (0.0000, 0.5000, 0.0000) (-0.3333, 1.0000, 0.0000) 2.77e-16
  (0.3333, 0.0000, 0.0000) (0.0000, 0.5000, 0.0000) 3.60e-16
  (0.3333, 0.5000, 0.0000) (0.0000, 1.0000, 0.0000) 1.77e+00
  (0.6667, 0.0000, 0.0000) (0.3333, 0.5000, 0.0000) 3.52e-17
  (0.6667, 0.5000, 0.0000) (0.3333, 1.0000, 0.0000) 3.89e-16
(ss|ss) of surviving block, direct (eV): 1.713557
(ss|ss) from site sum (eV): 1.713557
(ss|ss) density fitted (eV): 1.713538
four-index blocks, all: 1296
four-index blocks, nonzero: 216
  of these with nonzero reciprocal vector: 102
four-index blocks, nonzero, shifted mesh: 216
largest forbidden integral (eV): 2.6e-15
smallest allowed block maximum (eV): 0.5805
one point removed: M = 5, M^3 = 125, nonzero = 105
displacement of one Gaussian (angstrom): 0.1
largest forbidden integral then (eV): 0.0817
three-index blocks, all: 216  nonzero: 36
metric blocks, all: 36  nonzero: 6
auxiliary functions per cell, small and large set: 12 20
largest integral (eV): 7.7693
largest fit error, small set (eV): 0.03488
largest fit error, large set (eV): 0.00918
fit by q against unrestricted fit (eV): 2.1e-14
storage case: Nk = 64, n = 20, n_aux = 100, 16 bytes per number
  all four-index (GB): 42950
  allowed four-index (GB): 671.1
  allowed three-index (GB): 2.62
  metric (GB): 0.0102
```
